# Edge-Position Noise from a Linearized Exposure Threshold

## The form of the answer

A resist edge lies where the local exposure equals a threshold. Let the exposure noise at the edge have standard deviation $\sigma_n$, and let the mean exposure have slope $g$ there. We seek the standard deviation $\sigma_x$ of the edge position.

Exposure may be measured in any unit, independently of the unit of length. If $[E]$ is the unit of exposure and $[L]$ that of length, $\sigma_n$ carries $[E]$ and $g$ carries $[E]/[L]$. The one product of powers of these two quantities that is a length is $\sigma_n/g$. Reversing the $x$ axis changes the sign of $g$ but cannot change a standard deviation, so the slope enters through its magnitude:

$$\sigma_x=C\,\frac{\sigma_n}{|g|},$$

with $C$ a pure number. The argument assumes that no other length matters. The blur length and the distance over which the slope changes could enter through dimensionless ratios. The theorem shows that $C=1$ for weak noise and bounds the effect of those other lengths.

## Assumptions and theorem

Fix a height $y$ along the line and write the exposure across it as

$$E(x)=\bar E(x)+n(x),\qquad \langle n(x)\rangle=0,\qquad \langle n(x)^2\rangle=\sigma_n^2(x).$$

Angle brackets denote an average over realizations, and a prime denotes $d/dx$. The threshold $E_t$ is fixed. The mean profile has its edge at $x_0$:

$$\bar E(x_0)=E_t,\qquad g=\bar E'(x_0)\neq0 .$$

Both $\bar E$ and each realization of $n$ have continuous first derivatives. This requires $n$ to be the noise of a blurred exposure; a set of point-like absorption events has no such derivative. Below, $n$, $n'$ and $\sigma_n$ without an argument are taken at $x_0$.

**Lemma 1 (one realization).** Let $I$ be the interval $|x-x_0|\le\ell$. Suppose that for some $q<1$

$$|\bar E'(x)+n'(x)-g|\le q|g|\ \text{ on } I,\qquad |n|\le(1-q)|g|\ell .$$

Then $E(x)=E_t$ has exactly one solution $x_0+\delta$ in $I$, and

$$|\delta-\delta_1|\le\frac{q}{1-q}\,|\delta_1|,\qquad \delta_1=-\frac{n}{g}.$$

*Proof.* By the first hypothesis, $E'(x)=g[1+r(x)]$ with $|r|\le q<1$. The slope keeps the sign of $g$, so $E$ is monotonic on $I$ and has at most one crossing. Integrating from $x_0$, where $E-E_t=n$, gives

$$E(x_0+\delta)-E_t=n+g\,\delta\,(1+\bar r),$$

where $\bar r$ is the average of $r$ between $x_0$ and $x_0+\delta$, so $|\bar r|\le q$. At $\delta=\pm\ell$ the last term has magnitude at least $(1-q)|g|\ell\ge|n|$, and its sign differs at the two ends. The left side therefore changes sign across $I$ or vanishes at an end, and a crossing exists. Setting the left side to zero gives

$$\delta=-\frac{n}{g(1+\bar r)}=\frac{\delta_1}{1+\bar r},\qquad
\delta-\delta_1=-\frac{\bar r}{1+\bar r}\,\delta_1 .$$

Since $|\bar r|\le q$ and $1+\bar r\ge1-q$, the bound follows. $\square$

**Theorem.** If every realization satisfies the hypotheses of Lemma 1 with the same $\ell$ and $q$, then

$$\left|\,\mathrm{std}(\delta)-\frac{\sigma_n}{|g|}\,\right|\le\frac{q}{1-q}\,\frac{\sigma_n}{|g|}.$$

To leading order in weak noise, therefore,

$$\boxed{\;\sigma_x=\frac{\sigma_n(x_0)}{|\bar E'(x_0)|}\;}$$

*Proof.* Because $g$ is not random, $\mathrm{std}(\delta_1)=\sigma_n/|g|$. Standard deviations obey the triangle inequality, so $|\mathrm{std}(\delta)-\mathrm{std}(\delta_1)|\le\mathrm{std}(\delta-\delta_1)$. A standard deviation does not exceed the root mean square, and Lemma 1 bounds the latter by $q/(1-q)$ times the root mean square of $\delta_1$. As $\langle\delta_1\rangle=0$, that root mean square is $\sigma_n/|g|$.

For the limit, let $n=\eta\nu$ with $\nu$ and $\nu'$ bounded. Given any small $q$, choose $\ell$ so that $\bar E'$ differs from $g$ by at most $q|g|/2$ on $I$. Then take $\eta$ small enough that $|n'|\le q|g|/2$ on $I$ and $|n|\le(1-q)|g|\ell$. The hypotheses hold, and $q$ can be made as small as desired. $\square$

**Remark (unbounded noise).** Poisson and Gaussian noise have rare large excursions that violate the hypotheses. Lemma 1 still applies to each of the remaining realizations. The boxed law describes the whole ensemble if the excluded ones contribute negligibly to the mean squares of noise and displacement; this is assumed below.

**Remark (relative form).** Dividing numerator and denominator by $E_t$ gives

$$\sigma_x=\frac{\sigma_n/E_t}{|\bar E'|/E_t},$$

the relative noise divided by the magnitude of the logarithmic image slope. Here $\sigma_x$ is a one-sigma value for one edge, neither a three-sigma value nor a linewidth variation.

**Remark (zero slope).** If $g=0$ but $\bar E''\ne0$, the leading balance is $\tfrac12\bar E''\delta^2+n=0$, or $\delta=\pm\sqrt{-2n/\bar E''}$. There are two nearby edges when $n$ and $\bar E''$ have opposite signs and none when they have the same sign. Displacements scale as the square root of the noise, and the linear law does not apply.

## What linearization discards

**Lemma 2.** Let the profiles be smooth enough for the expansion below. The second-order displacement and its mean are

$$\delta_2=-\frac{\tfrac12\bar E''\delta_1^2+n'\delta_1}{g},\qquad
\langle\delta_2\rangle=\frac{(\sigma_n^2)'}{2g^2}-\frac{\bar E''\sigma_n^2}{2g^3}.$$

*Proof.* Expanding the threshold condition about $x_0$ gives

$$g\delta+\tfrac12\bar E''\delta^2+n+n'\delta+\dots=0 .$$

Count $n$ and $n'$ as first order and put $\delta=\delta_1+\delta_2+\dots$. The first-order terms give $g\delta_1+n=0$. The second-order terms give $g\delta_2+\tfrac12\bar E''\delta_1^2+n'\delta_1=0$, which is the stated $\delta_2$. For its mean, use $\langle\delta_1^2\rangle=\sigma_n^2/g^2$ and

$$\langle n'\delta_1\rangle=-\frac{\langle nn'\rangle}{g}=-\frac{(\sigma_n^2)'}{2g},$$

where the last step differentiates $\langle n^2\rangle=\sigma_n^2$. Substitution gives the result. $\square$

Noise can thus move the average edge as well as roughen it. In the variance, the correction of lowest order in the displacements is $2\langle\delta_1\delta_2\rangle$, which contains third moments of the noise. These vanish for noise symmetric under $n\to-n$. For Poisson noise they do not vanish, but they are small enough that terms with fourth moments are of the same order in dose, as shown at the end of the worked grating. The standard deviation can therefore be more accurate than the linearized displacement of an individual edge.

## Noise from photon absorption

The theorem needs a value of $\sigma_n$. Suppose that photons are absorbed independently with mean density $\rho(x)$ per unit area, and that a kernel $K$ of unit integral spreads each event.

**Lemma 3.** The mean and variance of the blurred exposure are

$$\bar E=\int K\rho\,dA,\qquad \sigma_n^2=\int K^2\rho\,dA ,$$

where $K$ is evaluated at the displacement from the event to the observation point.

*Proof.* Divide the plane into small cells of area $a$. The count $N_i$ in cell $i$ is Poisson distributed, with mean and variance both $\rho_i a$. The exposure is $E=\sum_iK_iN_i$, so its mean is $\sum_iK_i\rho_i a$. The counts are independent, so their variances add with squared weights, giving $\sum_iK_i^2\rho_i a$. Letting $a\to0$ turns the sums into the integrals. $\square$

Take a grating of pitch $p$ and a Gaussian blur:

$$\rho=\rho_0[1+m\cos(kx)],\quad k=\frac{2\pi}{p},\qquad
K(u,v)=\frac{e^{-(u^2+v^2)/2s^2}}{2\pi s^2}.$$

A normalized Gaussian of variance $w$ turns $\cos[k(x-u)]$ into $e^{-k^2w/2}\cos(kx)$, because the part odd in $u$ integrates to zero. For $K$, $w=s^2$. Squaring the kernel gives

$$K^2=\frac{1}{4\pi s^2}\,\frac{e^{-(u^2+v^2)/s^2}}{\pi s^2},$$

which is $1/(4\pi s^2)$ times a normalized Gaussian with $w=s^2/2$. Hence

$$\bar E=\rho_0\left[1+m_b\cos(kx)\right],\qquad m_b=m\,e^{-k^2s^2/2},$$

$$\sigma_n^2=\frac{\rho_0}{4\pi s^2}\left[1+m\,e^{-k^2s^2/4}\cos(kx)\right].$$

**Corollary 1 (dose).** Keep $E_t/\rho_0$ fixed while the dose changes. The edge $x_0$ then stays in place, $\sigma_n\propto\rho_0^{1/2}$ and $|g|\propto\rho_0$. Since $\rho_0$ is proportional to dose, $\sigma_x\propto\text{dose}^{-1/2}$.

**Corollary 2 (validity).** Differentiating the kernel gives $\partial_uK=-uK/s^2$. If $\rho$ is nearly uniform across the blur, the variance of the noise slope is

$$\sigma_{n'}^2\approx\rho\int\frac{u^2}{s^4}K^2\,dA
=\frac{\rho}{4\pi s^2}\,\frac{s^2/2}{s^4}=\frac{\sigma_n^2}{2s^2}.$$

The ratio of noise slope to image slope is therefore

$$\varepsilon=\frac{\sigma_{n'}}{|g|}\approx\frac{\sigma_x}{\sqrt2\,s}.$$

In this model, linearizing the displacement of an individual edge requires displacements small compared with the blur length. The standard deviation is less sensitive: for the grating below with $s=1.5$ nm and $E_t=\rho_0$, $\varepsilon\approx0.3$ and the individual remainder is about 30% of $\sigma_x$, yet the linear law for $\sigma_x$ holds to about 1%. The image slope must also change little over $\sigma_x$, so $|\bar E''|\sigma_x/|g|$ must be small.

**Corollary 3 (blur at the midpoint threshold).** For $E_t=\rho_0$ the edge has $\cos(kx_0)=0$. Then $\sigma_n=\sqrt{\rho_0}/(2\sqrt\pi\,s)$ and $|g|=\rho_0m_bk$, so

$$\sigma_x=\frac{e^{k^2s^2/2}}{2\sqrt{\pi\rho_0}\,m\,k\,s}.$$

The derivative of $\ln\sigma_x$ with respect to $s$ is $k^2s-1/s$. It is negative below $s=1/k$ and positive above, so the linear law has its minimum at $s=1/k=p/2\pi$. Smaller blur averages over fewer photons; larger blur weakens the image slope. As $s\to0$, both $\sigma_x$ and $\sigma_x/s$ diverge, so the linear law fails before that limit is reached.

**Corollary 4 (correlation along the edge).** Noise at two heights separated by $\Delta$ has covariance $\int K(u,v)K(u,v+\Delta)\rho\,du\,dv$. Since

$$v^2+(v+\Delta)^2=2\left(v+\tfrac12\Delta\right)^2+\tfrac12\Delta^2,$$

shifting $v$ leaves the factor $e^{-\Delta^2/4s^2}$ relative to $\Delta=0$. To first order, $\delta$ is proportional to $n$, so edge positions have the same correlation. A line much longer than $s$ contains many nearly independent segments, and its measured roughness approaches the ensemble value $\sigma_x$.

## A worked grating

Take the round model parameters $p=32$ nm, $m=0.8$ and $s=3$ nm. The wavelength is 13.5 nm, the period-averaged incident dose is 30 mJ/cm², the absorbed fraction is 0.2, and $E_t=0.8\rho_0$. The model leaves out noise from resist chemistry, secondary-electron yield and development. The roughness found here, its $\text{dose}^{-1/2}$ scaling and the optimum blur of Corollary 3 therefore describe the photon contribution alone, not the total roughness of a real resist.

The photon energy is $1.4714\times10^{-17}$ J. The dose is $3.0\times10^{-16}$ J per nm², so

$$\rho_0=\frac{0.2\times3.0\times10^{-16}}{1.4714\times10^{-17}}=4.078\ \text{nm}^{-2}.$$

With $k=0.19635$ nm$^{-1}$, blur reduces the modulation to $m_b=0.6726$. The edge on the positive side of the bright line satisfies

$$\cos(kx_0)=\frac{0.8-1}{0.6726}=-0.297,\qquad x_0=9.538\ \text{nm}.$$

There $\sin(kx_0)=0.955$, and the slope is

$$g=-\rho_0m_bk\sin(kx_0)=-0.5141\ \text{nm}^{-3}.$$

The noise formula gives

$$\sigma_n^2=\frac{4.078}{4\pi(3)^2}\left[1+0.8(0.917)(-0.297)\right]=0.0282\ \text{nm}^{-4},$$

so $\sigma_n=0.1679$ nm$^{-2}$. The theorem yields

$$\sigma_x=\frac{0.1679}{0.5141}=0.327\ \text{nm}=3.27\ \text{Å}.$$

Equivalently, a relative noise of 5.15% is divided by a logarithmic slope of 0.1576 nm$^{-1}$.

For comparison, Poisson counts were drawn in 1 nm cells along a line 131,072 nm long and blurred by Fourier transform. Newton iteration then solved the full threshold condition on both edges at every 1 nm of height. The resulting standard deviation was 0.3274 nm, against 0.3266 nm from the linear law, a difference of about 0.2% relative to the latter.

This difference is smaller than the sampling uncertainty, so the simulation cannot resolve it; the higher-order terms evaluated at the end of this section predict a systematic excess of about the same size. For Gaussian displacements with correlation $c$, write the second as $c$ times the first plus an independent part. The covariance of their squares is then $2c^2\sigma_x^4$. Averaging over total edge length $L$ gives the sample variance a relative variance $2\int c^2d\Delta/L$, and the standard deviation has half the relative error:

$$\sqrt{\frac{\int c^2\,d\Delta}{2L}}=\sqrt{\frac{\sqrt{2\pi}\,s}{2L}}\approx0.4\%,\qquad L=2\times131{,}072\ \text{nm}.$$

At 15 mJ/cm² the linear and simulated values are 0.462 and 0.463 nm. At 120 mJ/cm² both are 0.163 nm. Four times the original dose, with the threshold raised in proportion, halves the roughness, as Corollary 1 requires.

The validity estimate is $\varepsilon\approx0.3266/(3\sqrt2)=0.077$; the simulated ratio is 0.079. The estimate neglects the variation of photon density across the blur. With $\bar E''=0.0314$ nm$^{-4}$, the image slope changes by about $0.0314\times0.327/0.514=2\%$ over one $\sigma_x$. Both conditions for linearization are met.

Taking outward displacement as positive, the two terms of the mean shift are

$$\frac{(\sigma_n^2)'}{2g^2}=-0.0094\ \text{nm},\qquad
-\frac{\bar E''\sigma_n^2}{2g^3}=+0.0033\ \text{nm},$$

where $(\sigma_n^2)'=-(\rho_0/4\pi s^2)\,m\,e^{-k^2s^2/4}k\sin(kx_0)=-0.0050$ nm$^{-5}$. Their sum is $-0.0061$ nm, a small inward shift. The simulated shift, found by averaging $\delta-\delta_1$ because $\delta_1$ has zero ensemble mean, is also $-0.0061$ nm.

Individual edges reveal more of the neglected terms. The root-mean-square value of $\delta-\delta_1$ is 0.026 nm, or 8% of $\sigma_x$. Subtracting $\delta_2$ as well reduces it to 0.004 nm. Since $n/\rho_0$ scales as $\text{dose}^{-1/2}$, these remainders should fall as $\text{dose}^{-1}$ and $\text{dose}^{-3/2}$. Between 30 and 120 mJ/cm² the simulated exponents are $-1.01$ and $-1.49$.

The 8% remainder hardly changes $\sigma_x$. For Poisson noise the third moments are proportional to $\rho_0$, as is the variance. In $\langle\delta_1\delta_2\rangle$ they are multiplied by $1/g^3$ or $\bar E''/g^4$, both of which scale as $\rho_0^{-3}$, so this average scales as $\rho_0^{-2}$. The variance of $\delta_2$ and the product of $\delta_1$ with the third-order displacement contain fourth moments, which scale as $\rho_0^2$ at large dose, multiplied by factors that scale as $\rho_0^{-4}$. They are therefore also of order $\rho_0^{-2}$, while $\sigma_x^2$ scales as $\rho_0^{-1}$. The relative correction to the variance falls as the inverse of the dose, whereas the relative remainder for an individual edge falls as its inverse square root. At 30 mJ/cm², quadrature of the moment integrals gives $-0.14\%$ of $\sigma_x^2$ for $2\langle\delta_1\delta_2\rangle$, $+0.61\%$ for the variance of $\delta_2$ and $-0.10\%$ for twice the product of $\delta_1$ with the third-order displacement. The sum, $+0.37\%$ in the variance, raises the standard deviation by 0.18%, from 0.3266 to 0.3272 nm.

Finally, at a separation of 6 nm along the edge, Corollary 4 predicts a correlation of $e^{-1}=0.368$; the simulated edges give 0.364. In this model, neighbouring edge points therefore move together over a distance set by the blur, while the size of their motion is set by local noise and image slope.
